# Step coverage of a reacting trench and its Thiele modulus, part 1

(Sections cited here and not found follow in the second part.)

## The diffusion problem and its solution

**Q:** A vapour enters a trench, reacts on the walls and leaves metal behind. The film can be thinner at the bottom than at the top. Before any equation is written, what exactly is being compared with what?

**A:** The trench has width $w$ and depth $L$, and it is so long in the third direction that nothing varies along it. All balances below are per unit length in that direction. The coordinate $z$ runs from the mouth, $z=0$, to the closed bottom, $z=L$. The number density of precursor molecules is $c$. A wall in contact with density $c$ consumes $kc$ molecules per unit area and time, where $k$ is a rate constant with the dimensions of a velocity. This is the first-order wall reaction.

Each consumed molecule leaves the same amount of metal, so the film grows at a rate proportional to $kc$. With the same $k$ on all walls, the film thickness early in growth is proportional to the local $c$. I define the step coverage as

$$S=\frac{\text{film thickness at the bottom}}{\text{film thickness at the top of the sidewall}}=\frac{c(L)}{c(0)} .$$

The reference is the sidewall just inside the mouth, not the flat field outside. "Early" means that the film is still much thinner than $w$, so that the geometry is unchanged. The algebra holds in atomic units or in any other consistent set; no quantum constant enters it.

**Q:** The density varies across the trench as well as along it, because the sidewalls are sinks. What entitles you to a function of $z$ alone?

**A:** Start with both directions. Let $x$ run across the trench from $0$ to $w$. In steady state, with a uniform diffusion coefficient $D$,

$$D\left(\frac{\partial^2c}{\partial x^2}+\frac{\partial^2c}{\partial z^2}\right)=0 .$$

The flux into the wall at $x=w$ is $-D\,\partial c/\partial x$, and at $x=0$ it is $+D\,\partial c/\partial x$. Each equals $kc_w$, where $c_w$ is the density at the wall; by symmetry it is the same on both sides. Integrating over $x$ and writing $\bar c$ for the mean across the trench gives

$$Dw\,\frac{d^2\bar c}{dz^2}=-D\left[\frac{\partial c}{\partial x}\right]_{0}^{w}=-\left(-kc_w-kc_w\right)=2kc_w .$$

No approximation has been made so far. The factor 2 counts the two sidewalls.

What remains is the difference between $c_w$ and $\bar c$. If the curvature in $x$ is nearly constant across the width, then $c=c_m-A(x-w/2)^2$, with $c_m$ the density on the midline. The slope at $x=w$ is $-Aw$, and it must equal $-kc_w/D$, so $A=kc_w/(Dw)$. The mean of $(x-w/2)^2$ over the width is $w^2/12$, while its value at the wall is $w^2/4$. Therefore

$$\bar c-c_w=A\left(\frac{w^2}{4}-\frac{w^2}{12}\right)=\frac{Aw^2}{6}=\frac{kw}{6D}\,c_w .$$

When $kw/D\ll1$, the density is nearly uniform across the trench, and I may write one symbol $c(z)$ for both:

$$Dw\,c''=2kc .$$

The same equation follows from a slice of thickness $dz$: the flux entering through its top minus the flux leaving through its bottom is $Dw\,c''\,dz$, and the two strips of sidewall remove $2kc\,dz$.

**Q:** What happens at the ends? One could call the bottom a dead end and set the slope to zero there.

**A:** That would describe an inert bottom. Here the bottom also grows a film, so the downward flux arriving there equals its consumption:

$$-D\,c'(L)=kc(L).$$

At the mouth I prescribe $c(0)=c_0$. The value of $c_0$ does not affect $S$, because the problem is linear and homogeneous apart from this one condition: doubling $c_0$ doubles $c$ everywhere. How $c_0$ is related to the density in the chamber is a separate question.

**Q:** Then solve it, and keep the signs visible.

**A:** Divide the equation by $Dw$ and define

$$m^2=\frac{2k}{Dw},\qquad c''=m^2c .$$

It is convenient to measure distance upward from the bottom, $y=L-z$. The second derivative is unchanged and the first changes sign, $dc/dz=-dc/dy$. The general solution is

$$c=A\cosh my+B\sinh my ,$$

where $A$ is now the density at the bottom, since $\cosh0=1$ and $\sinh0=0$. The bottom condition reads $+D\,dc/dy=kc$ at $y=0$, which gives $DmB=kA$. From the definition of $m$ we have $k/D=m^2w/2$, so

$$\frac{B}{A}=\frac{k}{Dm}=\frac{mw}{2}.$$

Now introduce the Thiele modulus $\phi$ and the aspect ratio $a$,

$$\phi=mL=L\sqrt{\frac{2k}{Dw}},\qquad a=\frac Lw .$$

Then $mw/2=\phi w/(2L)=\phi/(2a)$. I abbreviate this ratio by $b=\phi/(2a)$. At the mouth $y=L$, and the condition $c=c_0$ gives

$$c_0=A\left(\cosh\phi+b\sinh\phi\right).$$

Dividing the general solution by this expression yields the whole profile,

$$\frac{c(z)}{c_0}=\frac{\cosh[\phi(1-z/L)]+b\sinh[\phi(1-z/L)]}{\cosh\phi+b\sinh\phi}.$$

At $z=L$ the numerator is 1. The step coverage is therefore

$$S=\frac{1}{\cosh\phi+\dfrac{\phi}{2a}\sinh\phi}.$$

**Q:** What does $\phi$ measure physically? A square root of four quantities is not an explanation.

**A:** Its square is a ratio of two rates. If the density were $c_0$ all the way down, the sidewalls would consume $2kLc_0$. The largest flow that diffusion can carry through the full depth, with density $c_0$ at the top and zero at the bottom, is $Dwc_0/L$. Their ratio is

$$\frac{2kLc_0}{Dwc_0/L}=\frac{2kL^2}{Dw}=\phi^2 .$$

A small $\phi$ means that supply exceeds demand, and a large $\phi$ means that the walls could consume much more than diffusion delivers.

The length $1/m=L/\phi$ has a direct meaning too. In a very deep trench the density falls by a factor $e$ over this distance. In a trench much shallower than $1/m$ the early film is nearly even, and one several times deeper than $1/m$ starves at the bottom.

**Q:** Your formula contains $a$ as well as $\phi$. Two trenches with equal $\phi$ can then have different coverage, and the claim that the Thiele modulus controls it is false as it stands.

**A:** As an unqualified statement it is false. The true statement has a condition. Factor out the hyperbolic cosine:

$$S=\frac{1}{\cosh\phi}\;\frac{1}{1+b\tanh\phi}.$$

For positive $\phi$ we have $0<\tanh\phi<1$, hence

$$\frac{1}{(1+b)\cosh\phi}<S<\frac1{\cosh\phi}.$$

The upper limit $1/\cosh\phi$ is the result for an inert bottom. It exceeds $S$ by the fraction $b\tanh\phi$ of $S$, which is smaller than $\phi/(2a)$. When $\phi/(2a)\ll1$, the coverage is thus a function of $\phi$ alone to that accuracy. Otherwise $a$ must be given as well.

Take $\phi=0.797$ and $a=10$. The formula gives $S=0.730$, while $1/\cosh\phi=0.749$, which is 2.6 % higher relative to $S$. If $a$ is raised to 20 with $\phi$ held fixed, a numerical solution of the two-dimensional problem gives 0.740. Doubling the aspect ratio in this way moves $S$ by about 0.01.

Compare that with a change of $\phi$ at fixed $a=10$: $S$ is 0.95 at $\phi=0.3$, 0.62 at $\phi=1$ and 0.09 at $\phi=3$. In this range $\phi$ decides the outcome and $a$ adjusts it.

**Q:** Did the two-dimensional solution also test the reduction to one dimension, or did you compare the one-dimensional formula with itself?

**A:** It tested the reduction. The two-dimensional equation was solved on a grid with reacting sidewalls and a reacting bottom, without averaging across the trench. For $a=10$, $\phi=0.797$ and $kw/D=0.0032$ it gave $S=0.7302$, and the formula gives 0.7301. Agreement this close is expected: by the estimate above, the mean density exceeds the wall density by the fraction $kw/(6D)$, about 0.05 %.

**Q:** Show me the limits. I would like to recover at least one of them without hyperbolic functions.

**A:** For small $\phi$, use $\cosh\phi\approx1+\phi^2/2$ and $\sinh\phi\approx\phi$. The denominator of $S$ becomes $1+\phi^2/2+\phi^2/(2a)$, and its inverse is

$$S\approx1-\frac{\phi^2}{2}\left(1+\frac1a\right),$$

with an error of order $\phi^4$.

The direct route goes as follows. If the density hardly drops, each wall consumes $kc_0$ per area. The flow through the cross-section at depth $z$ must feed everything below it, namely the sidewalls of total length $2(L-z)$ and the bottom of width $w$:

$$-Dw\,c'(z)=2kc_0(L-z)+kc_0w .$$

Integrating from $0$ to $L$ and dividing by $Dwc_0$ gives

$$\frac{c_0-c(L)}{c_0}=\frac{kL^2}{Dw}+\frac{kL}{D}.$$

The first term is $\phi^2/2$. The second is the first multiplied by $w/L=1/a$. The two results agree, and the origin of each term is visible: the first is the drop caused by feeding the sidewalls, the second the drop caused by feeding the bottom.

There is a subtlety here. For small $\phi$, the value of $S$ is close to 1 as long as $\phi^2/(2a)$ is small too, which fails only for very small $a$. The shortfall $1-S$, however, carries the factor $1+1/a$. If the shortfall is the quantity of interest, the condition for control by $\phi$ alone is $a\gg1$, and a small $\phi$ does not replace it.

For large $\phi$, both hyperbolic functions approach $e^\phi/2$, so

$$S\approx\frac{2e^{-\phi}}{1+\phi/(2a)} .$$

At $\phi=3$ and $a=10$ this gives $0.0996/1.15=0.087$, against 0.086 from the full expression. In this diffusion model a poorly filled trench gets worse exponentially with depth. Whether a real gas obeys that exponential depends on how the molecules move.

**Q:** Suppose I halve the reaction rate. How much do I gain?

**A:** With $D$, $w$ and $L$ held fixed, $\phi^2$ is proportional to $k$. In the small-$\phi$ regime the shortfall $1-S$ is proportional to $\phi^2$ and hence to $k$, so halving $k$ halves the shortfall. In the large-$\phi$ regime $\phi$ falls by the factor $\sqrt2$, and the exponential changes from $e^{-\phi}$ to $e^{-\phi/\sqrt2}$. The price in both regimes is slower growth at the top, where the rate is $kc_0$ per area.

**Q:** And if the surface becomes crowded, so that the reaction is no longer first order?

**A:** Then the density ratio is no longer the thickness ratio. Take as an example a rate $kc/(1+Kc)$, where $K$ is a constant that measures crowding. The growth ratio becomes

$$\frac{\text{growth at bottom}}{\text{growth at top}}=\frac{c(L)}{c_0}\;\frac{1+Kc_0}{1+Kc(L)} .$$

Since $c(L)<c_0$, the second factor exceeds 1, and the film is more even than the density. If $Kc(L)\gg1$, the ratio tends to 1: the surface is saturated down to the bottom and grows at the same rate everywhere. The first-order result needs $Kc_0\ll1$. Outside that regime $S$ must not be read as a film thickness ratio.

**Q:** One more quantity seems to be missing. How much precursor does the whole trench draw through its mouth?

**A:** The downward flux at the mouth is $J=-Dc'(0)=D\,dc/dy$ at $y=L$. Differentiating the general solution with $B=bA$ gives

$$J=DmA\left(\sinh\phi+b\cosh\phi\right).$$

Insert $A=c_0/(\cosh\phi+b\sinh\phi)$ and divide numerator and denominator by $\cosh\phi$:

$$J=\frac{D\phi c_0}{L}\;\frac{\tanh\phi+b}{1+b\tanh\phi}.$$

For small $\phi$ the last fraction tends to $\phi+b=\phi[1+1/(2a)]$, so $J\approx (D\phi^2c_0/L)[1+1/(2a)]$. With $\phi^2=2kL^2/(Dw)$ this gives $Jw\approx kc_0(2L+w)$, which is the full consumption of two sidewalls and a bottom at density $c_0$, as it should be.

## Molecular flow, a ruthenium trench and the limits of the model

**Q:** Restate what you are carrying over, so that I can object to the right things.

**A:** The trench has width $w$, depth $L$ and aspect ratio $a=L/w$. The precursor density is $c$, with $c_0$ at the mouth; $D$ is the diffusion coefficient and $k$ the wall rate constant. With

$$\phi=L\sqrt{\frac{2k}{Dw}},\quad b=\frac{\phi}{2a},\quad S=\frac{c(L)}{c_0}=\frac1{\cosh\phi+b\sinh\phi},$$

the flux drawn through the mouth is $J=(D\phi c_0/L)(\tanh\phi+b)/(1+b\tanh\phi)$.

**Q:** Both $k$ and $D$ are so far just letters. At low pressure, in a trench tens of nanometres wide, the molecules hit walls far more often than each other. What is $k$ then?

**A:** Let $s$ be the sticking probability, the chance that a molecule striking the wall reacts there. Let $v$ be the mean molecular speed, $v=\sqrt{8k_BT/(\pi M)}$ for molecular mass $M$ and temperature $T$.

In a gas of density $n$ at equilibrium, half of the molecules move toward a given wall, and the mean of $\cos\theta$ over a hemisphere is $\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=1/2$. The flux onto the wall is thus $nv/4$.

Near a reacting wall the two directions are unequally populated. I approximate the arriving molecules by half of a Maxwellian gas of density $c_+$. The returning ones are then half of a gas of density $(1-s)c_+$. The actual density is the sum of the halves,

$$c=\frac{c_+}{2}+\frac{(1-s)c_+}{2}=c_+\left(1-\frac s2\right).$$

The consumed flux is $s\,vc_+/4$. Setting it equal to $kc$ gives

$$k=\frac v4\,\sigma,\qquad \sigma=\frac{s}{1-s/2}.$$

**Q:** And $D$? Without collisions in the gas, what diffuses?

The step coverage now follows from the Thiele modulus and the aspect ratio, and the wall rate constant from the sticking probability and the molecular speed. It remains to find the diffusion coefficient for molecules that fly from wall to wall, to work through a ruthenium example, and to see where the model fails.

Numerical values quoted here were computed with a short program.
